# Hall's terminal diffusivity from straight tails on an inverse-error-function plot

## 1. Two diffusivities from one straight line

A computed Fe/Ni interdiffusion profile has a diffusivity of $5.00\times10^{-11}$ cm²/s at its Fe end. Nine points in the Fe-rich tail, plotted on an inverse-error-function scale, are fitted by a straight line of slope $h$. The usual terminal value $1/(4h^2)$ is then $3.96\times10^{-11}$ cm²/s, which is 21 % too low. The same line, used in Hall's full formula at 1 % Ni, gives $5.09\times10^{-11}$ cm²/s, and the diffusivity put into the profile at that composition is also $5.09\times10^{-11}$ cm²/s.

The formula is exact for an exactly straight tail. The tails of a smooth $D(Y)$ are only approximately straight, and this affects $1/(4h^2)$ far more than it affects the full expression.

## 2. Assumptions and conventions

The couple is binary and so thick that its ends keep their initial compositions. Diffusion is one-dimensional and isothermal, and starts from a sharp step. The partial molar volumes are constant, so the total volume does not change and the laboratory frame is the volume-fixed frame. The concentration $c$ of one component then obeys Fick's law with the interdiffusivity $D$. Let

$$Y=\frac{c-c_-}{c_+-c_-},\qquad Y(-\infty)=0,\quad Y(+\infty)=1 .$$

$D(Y)$ is positive and smooth, including at both ends. The diffusion equation is

$$\frac{\partial Y}{\partial t}=\frac{\partial}{\partial x}\left(D\frac{\partial Y}{\partial x}\right).$$

The step and the end values contain no length, so $Y$ depends on $\lambda=x/\sqrt t$ alone. With $\partial_t=-(\lambda/2t)\,d/d\lambda$ and $\partial_x=t^{-1/2}\,d/d\lambda$, multiplication by $t$ gives

$$-\frac{\lambda}{2}\,Y'=(DY')',\qquad '\equiv\frac{d}{d\lambda}. \tag{1}$$

The flux term $DY'$ vanishes at both ends. Integrating (1) from the left end, or to the right end, gives

$$DY'=-\frac12\int_0^Y\lambda\,dY_1=+\frac12\int_Y^1\lambda\,dY_1 . \tag{2}$$

The two forms agree only if

$$\int_0^1\lambda\,dY=0, \tag{3}$$

which fixes the origin of $x$: it is the Matano plane.

The plotting variable $u$ is defined by

$$Y=\tfrac12\,[1+\operatorname{erf}u],\qquad \frac{dY}{du}=\frac{e^{-u^2}}{\sqrt\pi}. \tag{4}$$

It is negative in the low tail ($Y\to0$) and positive in the high tail ($Y\to1$).

## 3. Derivation for a straight tail

Suppose that, from the point of interest out to the nearer end of the couple,

$$u=h\lambda+k,\qquad h>0. \tag{5}$$

Then $\lambda=(u-k)/h$, and the chain rule with (4) gives $Y'=h\,e^{-u^2}/\sqrt\pi$.

**Low tail.** The integral in the first form of (2) runs over $v$ from $-\infty$ to $u$:

$$\int_0^Y\lambda\,dY_1=\frac1h\int_{-\infty}^{u}(v-k)\frac{e^{-v^2}}{\sqrt\pi}\,dv .$$

The term in $v$ has the antiderivative $-e^{-v^2}/(2\sqrt\pi)$. The term in $k$ contains $\int_{-\infty}^u e^{-v^2}dv/\sqrt\pi=Y$. Hence

$$\int_0^Y\lambda\,dY_1=-\frac1h\left[\frac{e^{-u^2}}{2\sqrt\pi}+kY\right].$$

Division of (2) by $Y'$ gives

$$D=\frac12\,\frac{\sqrt\pi\,e^{u^2}}{h}\,\frac1h\left[\frac{e^{-u^2}}{2\sqrt\pi}+kY\right],$$

$$\boxed{D(Y)=\frac1{4h^2}\left[1+2\sqrt\pi\,k\,Y\,e^{u^2}\right]}\qquad\text{(low tail)}. \tag{6}$$

**High tail.** The second form of (2) involves the composition range between the point and the right end:

$$\int_Y^1\lambda\,dY_1=\frac1h\int_u^\infty(v-k)\frac{e^{-v^2}}{\sqrt\pi}\,dv=\frac1h\left[\frac{e^{-u^2}}{2\sqrt\pi}-k(1-Y)\right].$$

The Gaussian term is positive here because the antiderivative is taken at its lower limit. Multiplication by $1/(2Y')$ gives

$$\boxed{D(Y)=\frac1{4h^2}\left[1-2\sqrt\pi\,k\,(1-Y)\,e^{u^2}\right]}\qquad\text{(high tail)}, \tag{7}$$

where $h$ and $k$ now belong to the line of the high tail.

As a test, $D$ was computed from (2) by numerical quadrature and differentiation for a line with $h=0.12$ and $k=0.2$, at $|u|=0.8$, 1.5 and 2.2 in both tails. The largest relative difference from (6) and (7) was $4\times10^{-8}$.

**Why two lines are needed.** If one line covered the whole profile, then

$$\int_0^1\lambda\,dY=\frac1h\int_{-\infty}^{\infty}(v-k)\frac{e^{-v^2}}{\sqrt\pi}\,dv=-\frac kh .$$

Condition (3) would require $k=0$, and (6) would give the constant $D=1/(4h^2)$: the error-function profile of a constant diffusivity. A tail with $k\neq0$ therefore needs a different continuation elsewhere.

**A form for computation.** In the low tail $Y=\frac12\operatorname{erfc}|u|$, and in the high tail $1-Y=\frac12\operatorname{erfc}|u|$. With the scaled function $\operatorname{erfcx}z=e^{z^2}\operatorname{erfc}z$, both results become

$$D=\frac{1\pm k\,G}{4h^2},\qquad G=\sqrt\pi\,\operatorname{erfcx}|u|, \tag{8}$$

with the upper sign for the low tail. This avoids the product of a very large and a very small number.

## 4. The terminal limit

For large $z$,

$$\operatorname{erfc}z=\frac{e^{-z^2}}{\sqrt\pi\,z}\left[1-\frac1{2z^2}+\dots\right], \tag{9}$$

so $G\to1/|u|$ and

$$D\simeq\frac1{4h^2}\left[1\pm\frac k{|u|}\right]\;\longrightarrow\;\frac1{4h^2}. \tag{10}$$

The approach is slow. In the low tail $Y\sim e^{-u^2}$ up to a power of $|u|$, so $|u|$ grows as $\sqrt{\ln(1/Y)}$. For the Fe line of Section 6, continued as an exact line, $D$ exceeds its limit by 23 % at $Y=10^{-3}$, by 15 % at $10^{-6}$ and by 11 % at $10^{-12}$.

Such a line also implies a singular diffusivity. The quotient $[D(Y)-D(0)]/Y$ behaves as $k/(4h^2|u|Y)$, which diverges as $Y\to0$. A diffusivity with a finite slope at the terminal composition thus cannot produce an exact line with $k\neq0$ out to the end.

## 5. The tails of a smooth diffusivity

**Shape of the tail.** Take the low tail, write $D_0=D(0)$, and let $g=DY'$. Equation (1) becomes $g'/g=-\lambda/(2D)$. Since $1/D=1/D_0+O(Y)$ and $Y$ decays as a Gaussian, the correction to $\int\lambda\,d\lambda/(2D)$ converges towards the end. There $g$ becomes a constant times $e^{-\lambda^2/4D_0}$, and integration of $Y'=g/D$ gives

$$Y\simeq\frac\alpha2\operatorname{erfc}\eta,\qquad \eta=\frac{|\lambda|}{2\sqrt{D_0}} . \tag{11}$$

The constant $\alpha$ depends on $D$ over the whole composition range. For constant $D$ it equals 1.

**Position on the plot.** Comparing (11) with $Y=\frac12\operatorname{erfc}|u|$ gives $\operatorname{erfc}|u|=\alpha\operatorname{erfc}\eta$. Set $|u|=\eta-\varepsilon$ and take logarithms, using (9):

$$-(\eta-\varepsilon)^2-\ln(\eta-\varepsilon)\simeq\ln\alpha-\eta^2-\ln\eta .$$

The terms $\eta^2$ and $\ln\eta$ cancel, and $2\eta\varepsilon=\ln\alpha$ remains at leading order. Hence

$$|u|\simeq\eta-\frac{\ln\alpha}{2\eta},\qquad \frac{d|u|}{d\eta}\simeq1+\frac{\ln\alpha}{2\eta^2}. \tag{12}$$

**The tangent.** In the low tail $u=-|u|$ and $\lambda=-2\sqrt{D_0}\,\eta$, so the slope and intercept of the tangent are

$$h=\frac1{2\sqrt{D_0}}\frac{d|u|}{d\eta}\simeq\frac1{2\sqrt{D_0}}\left[1+\frac{\ln\alpha}{2\eta^2}\right],$$

$$k=u-h\lambda=-|u|+\eta\frac{d|u|}{d\eta}\simeq\frac{\ln\alpha}{2\eta}+\frac{\ln\alpha}{2\eta}=\frac{\ln\alpha}\eta . \tag{13}$$

The intercept tends to zero, but only as $1/\eta$. The limit formula applied to this tangent gives

$$\frac1{4h^2}\simeq D_0\left[1-\frac{\ln\alpha}{\eta^2}\right]. \tag{14}$$

The bracket in (6) is $1+k/|u|\simeq1+\ln\alpha/\eta^2$. In the product the terms of order $\eta^{-2}$ cancel.

**What error is left.** At the point of tangency the slope in (2) is exact, so the whole error lies in the integral, through the curvature of the tail farther out. Inverting (12) gives $\eta\simeq|u|+\ln\alpha/(2|u|)$, whose second derivative with respect to $|u|$ is $\ln\alpha/|u|^3$. At a distance $s$ beyond the point, measured in $|u|$, the true $|\lambda|$ exceeds the tangent by

$$2\sqrt{D_0}\cdot\frac12\frac{\ln\alpha}{|u|^3}s^2=\sqrt{D_0}\,\frac{\ln\alpha}{|u|^3}\,s^2 .$$

The weight $e^{-(|u|+s)^2}$ is proportional to $e^{-2|u|s}$ at leading order, for which the mean of $s^2$ is $2/(2|u|)^2=1/(2u^2)$. The mean excess is $\sqrt{D_0}\ln\alpha/(2|u|^5)$. Relative to $|\lambda|\simeq2\sqrt{D_0}|u|$ it is $\ln\alpha/(4u^6)$. The integral, and with it $D$, is underestimated by this fraction:

$$\frac{D_{\rm Hall}}{D}-1\simeq-\frac{\ln\alpha}{4u^6}. \tag{15}$$

**The high tail.** The reflection $\lambda\to-\lambda$, $Y\to1-Y$, $u\to-u$ turns a high tail into a low one, with the same $h$ and with $k\to-k$. Therefore (14) and (15) hold with the end diffusivity and the $\alpha$ of that tail, while $k\simeq-\ln\alpha/\eta$.

The asymptotic laws (13) to (15) were tested at $\eta=100$ with $\alpha=3.41$. The ratios of computed to predicted values were 0.99996 for the intercept, 0.99985 for the bias of $1/(4h^2)$ and 0.9990 for the error of the full formula.

## 6. Worked example

**Input.** The model couple is annealed for 100 hours at 1473 K, with $Y$ the normalized Ni concentration. The diffusivity is $5\times10^{-11}$ cm²/s at the Fe end and $3\times10^{-10}$ cm²/s at the Ni end, with $\ln D$ linear in $Y$. In units of µm and hours these are 18 and 108 µm²/hour, since 1 µm²/hour is $2.778\times10^{-12}$ cm²/s. The lengths $\sqrt{Dt}$ are 42 and 104 µm.

The profile was obtained from (1). A separate solution of the time-dependent equation differs from it by at most $6\times10^{-5}$ in $Y$. At the Matano plane $Y=0.579$. The amplitudes are $\alpha=3.41$ in the Fe tail and 0.494 in the Ni tail, so $\ln\alpha$ is $+1.23$ and $-0.70$. By (14), $1/(4h^2)$ should be too low at the Fe end and too high at the Ni end, and by (13) and its reflection both intercepts should be positive.

**Fits.** The profile is sampled every 5 µm. In each tail an unweighted line is fitted to the points whose distance from the terminal composition ($Y$ or $1-Y$) lies between 0.003 and 0.03. This gives 9 points on the Fe side and 27 on the Ni side. At a distance of 0.01, $|u|=1.645$ and $G=0.5306$.

For the Fe tail, $h=0.13250$ hour$^{1/2}$/µm and $k=0.5417$:

$$\frac1{4h^2}=14.24\ \text{µm}^2/\text{hour},$$

$$D=14.24\,(1+0.5417\times0.5306)=18.33\ \text{µm}^2/\text{hour}=5.09\times10^{-11}\ \text{cm}^2/\text{s}.$$

For the Ni tail, $h=0.04452$ hour$^{1/2}$/µm and $k=0.2999$:

$$\frac1{4h^2}=126.1\ \text{µm}^2/\text{hour},$$

$$D=126.13\,(1-0.2999\times0.5306)=106.1\ \text{µm}^2/\text{hour}=2.95\times10^{-10}\ \text{cm}^2/\text{s}.$$

Both full values agree with the input $D$ at the same composition to within 0.04 %. This is closer than the errors of 0.1 to 0.2 % found below for tangents and for another $D(Y)$, so the last part of the agreement is accidental. They differ from the end values by $+1.8$ % and $-1.8$ %, which is the real change of $D$ over a composition step of 0.01, since $0.01\ln6=0.018$. The limit $1/(4h^2)$ misses the end values by $-21$ % and $+17$ %.

**Going deeper into the tail.** The table gives errors relative to the local $D(Y)$, in per cent, for tangents to the noise-free profile.

| Distance from end | Fe: $1/(4h^2)$ | Fe: full | Ni: $1/(4h^2)$ | Ni: full |
|---|---:|---:|---:|---:|
| $10^{-2}$ | −22.5 | −0.11 | +19.1 | +0.11 |
| $10^{-3}$ | −16.7 | −0.06 | +12.8 | +0.06 |
| $10^{-4}$ | −13.0 | −0.03 | +9.3 | +0.03 |
| $10^{-6}$ | −8.8 | −0.01 | +5.9 | +0.01 |

Even at one part per million the limit formula is wrong by several per cent, so better detection limits alone do not cure it. The signs follow (14) and (15). The size given by (15) is not reliable at a distance of 0.01: there $4u^6\approx79$, and the law predicts $-1.5$ % for Fe where the actual error is $-0.11$ %. It is an asymptotic law, and $|u|=1.6$ is not yet large; at this depth the change of $D$ with $Y$ also contributes. The law overstates the error at every depth in the table: at $10^{-6}$ it predicts $-0.021$ % for Fe and $+0.012$ % for Ni, against $-0.010$ % and $+0.008$ %. At measurable depths (15) gives the sign of the error in this example, not its size.

## 7. Implementation

1. Convert the data to normalized concentration and locate the Matano plane from (3).
2. Compute $u=-\operatorname{erfc}^{-1}(2Y)$ in the low tail and $u=+\operatorname{erfc}^{-1}[2(1-Y)]$ in the high tail. If $1-Y$ is measured directly, use it directly, to avoid cancellation.
3. Fit $u=h\lambda+k$ separately in each tail.
4. Evaluate (8) near the centre of the window and report $D$ together with that composition.
5. Obtain the end value by extrapolating such results in composition, if the noise allows it. Extrapolation amplifies scatter: in the example, with noise of $5\times10^{-4}$ in $Y$, a linear extrapolation from distances 0.01 and 0.03 misses the end values by about 8 % (Fe) and 4.4 % (Ni) rms, more than the 5 % and 3.6 % of the value at 0.01 taken as it is. Do not replace them by $1/(4h^2)$ unless $|k|G$ is negligible.

The centre is preferred for the following reason. Let $s$ be the distance in $\lambda$ from the centre, and let $u=u_c+h_cs+\frac12u''s^2$. For points placed symmetrically, $\sum s=\sum s^3=0$, so the least-squares slope is $\sum su/\sum s^2=h_c$, the tangent slope at the centre. Elsewhere in the window the fitted slope differs from the local one.

The outer edge of the window is set by noise. From (4), an error $\delta Y$ becomes $\delta u=\sqrt\pi\,e^{u^2}\delta Y$, which grows rapidly outwards. Weights proportional to $1/\delta u^2$ counter this, but they move the effective centre inwards, and the evaluation point should move with it.

A misplaced origin enters through $k$. If all recorded positions are too large by $\delta$ in $\lambda$, the line becomes $u=h(\lambda-\delta)+k$, so $k$ changes by $-h\delta$ and $D$ by

$$\frac{\delta D}{D}=\mp\frac{h\,\delta\,G}{1\pm kG}, \tag{16}$$

with upper signs for the low tail. The value $1/(4h^2)$ does not respond to this error, but in the example its own bias is much larger.

## 8. The real couple and the neglected effects

At 1473 K iron and nickel are both face-centred cubic and mix without an intermediate phase, so a single smooth profile is a reasonable model. The diffusivities are rough round values for this regime, not measurements, and the log-linear $D(Y)$ is a choice. If that $D$ is multiplied by $1+2Y(1-Y)$, which gives it a very shallow maximum close to the Ni end, the full formula is in error by less than 0.2 % at both ends with the window and the sampling grid unchanged, and by less than 0.3 % when the 5 µm grid is shifted.

For the example's numbers, several other effects change $D$ as follows. A systematic error in the terminal compositions is not included. It shifts all points of a tail together, and an error of $5\times10^{-4}$ in $Y$ changes $D$ by 6 to 7 % when the same points are fitted, which is more than the scatter from random noise of that standard deviation.

- **Furnace temperature.** With a rough activation energy of 3 eV, an error of 5 K changes $D$ by 8 %.
- **Composition noise.** A standard deviation of $5\times10^{-4}$ in $Y$ gives a scatter of 4.9 % (Fe) and 3.0 % (Ni).
- **Matano plane.** Positions too large by 5 µm give $-2.7$ % (Fe) and $+1.4$ % (Ni), as (16) requires.
- **Molar volume.** With rough values of 7.4 (Fe) and 7.0 cm³/mol (Ni), using mole fraction in place of normalized concentration gives $-1.8$ % and $+0.7$ %.
- **Grain boundaries.** Cubic grains of edge $d$ with boundaries of width $w$ have a boundary volume fraction of about $3w/d$, so the volume-averaged contribution relative to $D$ is $(3w/d)(D_{\rm gb}/D)$. For a width of 0.5 nm, grains of 200 µm and an assumed boundary diffusivity of $10^{-7}$ cm²/s, this average is 1.5 % at the Fe end. The effect on $D$ is smaller, about two thirds of the average for cubes aligned with the flux, because boundaries across the flux add almost nothing. It grows with $D_{\rm gb}$, which may well be more than ten times larger at this temperature; the effect is then not small, and much coarser grains or single crystals are needed. The estimate is a scale only: $\sqrt{Dt}$ is smaller than the grain there, so the average does not strictly apply.
- **Probe width.** A Gaussian probe of standard deviation $\sigma$ adds $\sigma^2/(2t)$ to a constant $D$. For $\sigma=1$ µm this is 0.03 % at the Fe end.
- **Finite thickness.** At 2 mm from the plane on the Ni side, $1-Y$ is about $10^{-42}$, so the end is not felt.

The bias of $1/(4h^2)$, about 20 %, exceeds every item in this list, with the possible exception of grain boundaries.

The method is not justified where its premises fail. If $D$ tends to zero or to infinity at the terminal composition, (11) no longer describes the tail, and the error estimates of Section 5 do not apply, even if the points in a limited window lie close to a line. If the initial profile was not sharp, or the boundary conditions introduce a length or a time, $Y$ is not a function of $\lambda$ alone and (2) is lost. The numerical output follows this text.

## Computed values

```
temperature 1473 K, anneal 100 h
input D: Fe end 5.000e-11, Ni end 3.000e-10 cm2/s
input D: Fe end 18.00, Ni end 108.00 um2/h
sqrt(D t): Fe end 42.4, Ni end 103.9 um
line formula vs quadrature, worst rel. gap 4.2e-08
test line h=0.12, k=0.2: int lam dY = -1.6667
similarity vs time-dependent profile, max gap in Y 5.9e-05
Y at Matano plane 0.5792
tail amplitude alpha: Fe 3.4126, Ni 0.4945
ln alpha: Fe 1.2275, Ni -0.7042
computed/predicted at eta = 100 (dimensionless):
  intercept 0.99996, limit bias 0.99985, bracket error 0.99901
tangent lines, error against D(Y) in %: 1/(4h^2), bracket
  distance 1e-02: Fe -22.47, -0.106; Ni +19.13, +0.106
  distance 1e-03: Fe -16.71, -0.063; Ni +12.82, +0.060
  distance 1e-04: Fe -12.95, -0.031; Ni +9.27, +0.027
  distance 1e-06: Fe -8.83, -0.010; Ni +5.87, +0.008
fit window 0.003 to 0.03, spacing 5 um, points Fe 9, Ni 27
|u| at distance 0.01: 1.6450
bracket term sqrt(pi)*erfcx(|u|) there: 0.5306
Fe fit: h = 0.13250 h^0.5/um, k = 0.5417
  1/(4h^2) = 14.239 um2/h = 3.955e-11 cm2/s, vs end D -20.9 %
  bracket D = 18.332 um2/h = 5.092e-11 cm2/s
  true D at distance 0.01 = 5.090e-11 cm2/s, error +0.03 %
  bracket D vs end D +1.84 %
Ni fit: h = 0.04452 h^0.5/um, k = 0.2999
  1/(4h^2) = 126.127 um2/h = 3.504e-10 cm2/s, vs end D +16.8 %
  bracket D = 106.059 um2/h = 2.946e-10 cm2/s
  true D at distance 0.01 = 2.947e-10 cm2/s, error -0.02 %
  bracket D vs end D -1.80 %
Fe line, D/limit - 1 at Y = 1e-3, 1e-6, 1e-12: 0.2275, 0.1548, 0.1068
neglected effects, relative change of D in %:
  molar volumes 7.4, 7.0 cm3/mol: Fe -1.75, Ni +0.68
  Matano plane off by 5 um: Fe -2.73, Ni +1.40
  noise 5e-04 in Y, std: Fe 4.9, Ni 3.0
  probe width 1 um (std): Fe 0.028
  furnace error 5 K at 3 eV: 8.0
  grain boundaries (width 0.5 nm, grain 200 um, D_gb 1e-07 cm2/s): Fe 1.5
  D(Y) with interior maximum, bracket error: Fe +0.18, Ni +0.17
1-Y at 2000 um from the plane: 8.8e-43
```
